\section*{Lang-Firsov narrowing of polaron hopping in a two-site Holstein model}

\section{Which hopping amplitude to use}

A transport calculation for a switching oxide can start from an electronic hopping amplitude $t$ between two metal sites, found with the ions held fixed. One must then decide whether to keep $t$, to replace it by a smaller polaron amplitude $J$, or to use a hopping rate. The choice matters: in the example below $J$ is 400 times smaller than $t$, and at room temperature neither $J$ nor its thermal average gives the right strength for a rate. The two-site Holstein model shows what each quantity means.

\section{Model and theorem}

One electron occupies site 1 or 2. Its spin plays no part. Each site carries one harmonic oscillator of mass $M$ and angular frequency $\omega$, and the electron exerts a constant force on the oscillator of the site it occupies:
\begin{equation}
H=-t(c_1^\dagger c_2+c_2^\dagger c_1)+\sum_{i=1}^2\left[\frac{p_i^2}{2M}+\frac{M\omega^2x_i^2}{2}+A\,n_ix_i\right]-\hbar\omega .
\end{equation}
Here $n_i=c_i^\dagger c_i$, $t>0$, and the last term removes the zero-point energy. On an occupied site, completing the square gives
\begin{equation}
\frac{M\omega^2x^2}{2}+Ax=\frac{M\omega^2}{2}(x+x_0)^2-E_p,\qquad x_0=\frac{A}{M\omega^2},\quad E_p=\frac{A^2}{2M\omega^2}.
\end{equation}
The oscillator shifts by $-x_0$ and the energy falls by the polaron energy $E_p$. With $x_i=\sqrt{\hbar/2M\omega}\,(b_i+b_i^\dagger)$ and $g$ defined by $g\hbar\omega=A\sqrt{\hbar/2M\omega}$,
\begin{equation}
H=-t(c_1^\dagger c_2+c_2^\dagger c_1)+\hbar\omega\sum_i\left[b_i^\dagger b_i+g\,n_i(b_i+b_i^\dagger)\right],
\end{equation}
\begin{equation}
g^2=\frac{A^2}{2M\hbar\omega^3}=\frac{E_p}{\hbar\omega}=\frac{M\omega x_0^2}{2\hbar}.
\end{equation}

\paragraph{Theorem.} Let $\tau=t/\hbar\omega$. At fixed $g$ and small $\tau$, the two lowest levels of $H$ are split by
\begin{equation}
\Delta=2J\left[1+C\tau^2+O(\tau^4)\right],\qquad J=t\,e^{-g^2},
\end{equation}
where $C$ depends on $g$ alone and is given in Eq.~(\ref{C}). The exponential law is thus the leading order in $t$, although the transformation that reveals it is exact.

\section{The transformation}

\paragraph{Lemma 1.} With $S=g\sum_in_i(b_i^\dagger-b_i)$, the one-electron Hamiltonian becomes
\begin{equation}
\tilde H=e^SHe^{-S}=\hbar\omega\sum_ib_i^\dagger b_i-E_p-t\left(c_1^\dagger c_2X+c_2^\dagger c_1X^\dagger\right),
\end{equation}
\begin{equation}
X=e^{g(b_1^\dagger-b_1)}e^{-g(b_2^\dagger-b_2)} .
\end{equation}

\emph{Proof.} $S$ is anti-Hermitian, so $e^S$ is unitary and the levels are unchanged. From $[b_i^\dagger,b_i]=-1$ we get $[S,b_i]=-gn_i$. This commutes with $S$, so the commutator series stops:
\begin{equation}
e^Sb_ie^{-S}=b_i-gn_i .
\end{equation}
The phonon and coupling terms of one site become, in units of $\hbar\omega$,
\begin{align}
&(b^\dagger-gn)(b-gn)+gn(b+b^\dagger-2gn)\nonumber\\
&=b^\dagger b-gn(b+b^\dagger)+g^2n^2+gn(b+b^\dagger)-2g^2n^2=b^\dagger b-g^2n^2 .
\end{align}
For one electron $\sum_in_i^2=\sum_in_i=1$, which leaves $-g^2\hbar\omega=-E_p$.

For the electron operator, $[n_i,c_i]=-c_i$ gives $[S,c_i]=-g(b_i^\dagger-b_i)c_i$. Each further commutator brings the same factor, so the series sums to
\begin{equation}
e^Sc_ie^{-S}=c_i\,e^{-g(b_i^\dagger-b_i)},\qquad e^Sc_i^\dagger e^{-S}=c_i^\dagger\,e^{g(b_i^\dagger-b_i)} .
\end{equation}
The product for $c_1^\dagger c_2$ contains $X$. $\square$

The coupling has moved into the hop: in the transformed description, each change of site comes with a displacement of both oscillators.

\section{The phonon overlap}

Define $a=(b_1-b_2)/\sqrt2$ and $s=(b_1+b_2)/\sqrt2$. Then $\sum_ib_i^\dagger b_i=a^\dagger a+s^\dagger s$, and
\begin{equation}
X=D(\alpha)=e^{\alpha(a^\dagger-a)},\qquad\alpha=\sqrt2\,g .
\end{equation}
The symmetric mode $s$ plays no part in the hop and is dropped.

\paragraph{Lemma 2.} For $n$ quanta in the relative mode,
\begin{equation}
\langle n|D|n\rangle=e^{-g^2}L_n(2g^2),\qquad L_n(x)=\sum_{k=0}^n\binom nk\frac{(-x)^k}{k!}.
\label{Ln}
\end{equation}

\emph{Proof.} When $[P,Q]$ is a number, $e^{P+Q}=e^Pe^Qe^{-[P,Q]/2}$. With $P=\alpha a^\dagger$ and $Q=-\alpha a$, $[P,Q]=\alpha^2$, so
\begin{equation}
D=e^{-\alpha^2/2}e^{\alpha a^\dagger}e^{-\alpha a}.
\label{normal}
\end{equation}
Now $e^{-\alpha a}|n\rangle=\sum_k\frac{(-\alpha)^k}{k!}\sqrt{\frac{n!}{(n-k)!}}\,|n-k\rangle$, and $\langle n|e^{\alpha a^\dagger}$ has the same form with $+\alpha$. Their product is $\sum_k(-\alpha^2)^kn!/[(k!)^2(n-k)!]=L_n(\alpha^2)$. $\square$

For $n=0$ the factor is $e^{-g^2}$. In position space it is a product of two Gaussian overlaps, one per site. The exponent of each product of Gaussians is
\begin{equation}
-\frac{M\omega}{2\hbar}\left[x^2+(x+x_0)^2\right]=-\frac{M\omega}{\hbar}\left(x+\frac{x_0}{2}\right)^2-\frac{M\omega x_0^2}{4\hbar},
\end{equation}
so each overlap is $e^{-M\omega x_0^2/4\hbar}=e^{-g^2/2}$. One oscillator must relax and the other must distort, hence two factors.

\section{Proof of the theorem}

\paragraph{Leading order.} At $t=0$ the states $|1\rangle|0\rangle$ and $|2\rangle|0\rangle$ share the energy $-E_p$. The hop connects them with the element $-t\langle0|D|0\rangle=-J$. The levels are $-E_p\mp J$, split by $2J$.

\paragraph{Parity.} Let $\Pi=(-1)^{a^\dagger a}$. Since $\Pi a\Pi=-a$, we have $\Pi D\Pi=D^\dagger$. Take states $(|1\rangle|f\rangle+p|2\rangle\Pi|f\rangle)/\sqrt2$ with $p=\pm1$. The site-1 part of the Schr\"odinger equation then contains
\begin{equation}
h_p=\hbar\omega a^\dagger a-E_p-pt\,K,\qquad K=D\Pi .
\end{equation}
The site-2 part gives the same equation because $\Pi D^\dagger=D\Pi$. Moreover $K^\dagger=\Pi D^\dagger=K$ and $K^2=D(\Pi D\Pi)=DD^\dagger=1$. The perturbation is therefore bounded, the lowest level of $h_p$ is isolated at $t=0$, and its energy is a power series $E(pt)$ for small $t$. The splitting $\Delta=E(-t)-E(t)$ contains odd powers only, so its first correction is of third order.

\paragraph{Third order.} For the perturbation $-\lambda K$, with $K_{mn}=\langle m|K|n\rangle$, the third-order energy is
\begin{equation}
E^{(3)}=-\frac{\lambda^3}{(\hbar\omega)^2}\left[\sum_{m,n\ge1}\frac{K_{0m}K_{mn}K_{n0}}{mn}-K_{00}\sum_{m\ge1}\frac{K_{0m}^2}{m^2}\right].
\end{equation}
Taking $E(-t)-E(t)$ and dividing by $2tK_{00}=2J$ shows that $C$ is the bracket divided by $K_{00}$.

To sum it, write $\|\beta\rangle=e^{\beta a^\dagger}|0\rangle$, for which $\langle\beta\|\gamma\rangle=e^{\beta\gamma}$ when $\beta,\gamma$ are real. Equation~(\ref{normal}) gives $K|0\rangle=e^{-\alpha^2/2}\|\alpha\rangle$, hence $K_{0m}^2=e^{-\alpha^2}\alpha^{2m}/m!$, and also $D\|\beta\rangle=e^{-\alpha^2/2-\alpha\beta}\|\beta+\alpha\rangle$. Therefore
\begin{align}
G(x,y)&=\langle0|K\,x^{a^\dagger a}K\,y^{a^\dagger a}K|0\rangle
=e^{-\alpha^2}\langle x\alpha\|D\|{-y\alpha}\rangle\nonumber\\
&=e^{-3\alpha^2/2+\alpha^2y}\,e^{\alpha^2x(1-y)}
=K_{00}\,e^{-\alpha^2(1-x)(1-y)} .
\end{align}
$G$ is the sum of $x^my^nK_{0m}K_{mn}K_{n0}$. Removing the terms with $m=0$ or $n=0$, and using $1/mn=\int_0^1\!\int_0^1x^{m-1}y^{n-1}dx\,dy$, we find
\begin{align}
C={}&\int_0^1\!\!\int_0^1\frac{dx\,dy}{xy}\Big[e^{-\alpha^2(1-x)(1-y)}-e^{-\alpha^2(1-x)}-e^{-\alpha^2(1-y)}+e^{-\alpha^2}\Big]\nonumber\\
&-e^{-\alpha^2}\sum_{m\ge1}\frac{\alpha^{2m}}{m!\,m^2}.
\label{C}
\end{align}
This completes the proof. $\square$

\paragraph{Remark: weak coupling.} To first order in $\alpha^2$ the square bracket is $-\alpha^2xy$, so the integral is $-\alpha^2$. The sum contributes another $-\alpha^2$, and $C\to-2\alpha^2=-4g^2$. At weak coupling the correction reduces the splitting; at $g^2=6$, as shown below, it increases it.

\paragraph{Remark: slow lattice.} When $t$ is not small compared with $\hbar\omega$, the electron can adjust while the lattice moves. Treat the relative mode classically, with real amplitude $z$. The lower electronic surface is
\begin{equation}
U(z)=\hbar\omega z^2-R,\qquad R=\sqrt{2E_p\hbar\omega z^2+t^2},
\end{equation}
apart from a constant. Substituting $\hbar\omega z^2=(R^2-t^2)/2E_p$ puts the minima at $R=E_p$ if $t<E_p$. The barrier at $z=0$ is then
\begin{equation}
-t-\left(-\frac{E_p}{2}-\frac{t^2}{2E_p}\right)=\frac{(E_p-t)^2}{2E_p}.
\end{equation}
Hopping lowers the barrier, whereas the exponent in $J$ does not depend on $t$. For $t<E_p$ this is why the first-order law underestimates the splitting of a slow lattice. For $t>E_p$ there is no barrier and the law fails in the other direction: at $g^2=0.5$ and $\tau=3$ the splitting is only 0.25 of $2J$.

\section{Temperature}

\paragraph{Lemma 3.} Let $u=\hbar\omega/2k_BT$ and let the relative mode have thermal weights $p_n=(1-z)z^n$, $z=e^{-2u}$. Then
\begin{align}
\sum_np_n\langle n|D|n\rangle&=e^{-g^2\coth u},\label{mean}\\
W=\sum_np_n\langle n|D|n\rangle^2&=e^{-2g^2\coth u}\,I_0\!\left(\frac{2g^2}{\sinh u}\right),
\end{align}
where $I_0(v)=(2\pi)^{-1}\int_0^{2\pi}e^{v\cos\theta}d\theta$.

\emph{Proof.} Insert Eq.~(\ref{Ln}) and use $\sum_n\binom nkz^n=z^k/(1-z)^{k+1}$. The mean is $\exp[-\alpha^2/2-\alpha^2z/(1-z)]$. Since $(1+z)/(1-z)=\coth u$, this is Eq.~(\ref{mean}).

For $W$, let $D_\theta=e^{i\theta a^\dagger a}De^{-i\theta a^\dagger a}$. The thermal average of $D^\dagger D_\theta$ is $\sum_{mn}p_n|\langle m|D|n\rangle|^2e^{i\theta(m-n)}$, and its average over $\theta$ keeps $m=n$, which is $W$. Combining the two exponentials gives a displacement by $\alpha(e^{i\theta}-1)$ and a phase $e^{i\alpha^2\sin\theta}$. The thermal mean of a displacement depends on its squared modulus, here $2\alpha^2(1-\cos\theta)$, so
\begin{equation}
\langle D^\dagger D_\theta\rangle=\exp\left[-\alpha^2\coth u+\alpha^2(\coth u\cos\theta+i\sin\theta)\right].
\end{equation}
The last parenthesis equals $\cos(\theta-iu)/\sinh u$. The integrand is periodic and analytic, so $\theta$ may be shifted by $iu$, and the integral is $I_0(\alpha^2/\sinh u)$. $\square$

Equation~(\ref{mean}) is an average of hopping elements, not a level splitting. To first order in $t$, each phonon number has its own splitting $2t|\langle n|D|n\rangle|$, and the elements differ in sign.

\paragraph{From elements to a rate.} The golden rule for a hop between equal sites contains $(2\pi/\hbar)t^2\sum_{mn}p_n|\langle m|D|n\rangle|^2\delta((m-n)\hbar\omega)$. With one sharp frequency this is singular. Suppose that a real phonon spectrum spreads the $m=n$ weight over an energy width of about $\hbar\omega$. Then
\begin{equation}
w\approx\frac{2\pi t^2W}{\hbar\,(\hbar\omega)},\qquad \mu\approx\frac{ea^2w}{k_BT}.
\end{equation}
The mobility $\mu$ is for a chain of spacing $a$ with rate $w$ in each direction. The diffusion constant is $a^2w$, and the Einstein relation supplies $e/k_BT$. These are order-of-magnitude estimates at low field; a narrower energy spread would give a larger rate. A rate proportional to $t^2$ also requires nonadiabatic hopping, roughly $\pi^{3/2}t^2\ll\hbar\omega\sqrt{2E_pk_BT}$ in the classical Landau--Zener estimate.

\section{Unequal sites and shared distortion}

A site energy difference $\varepsilon$ adds $(\varepsilon/2)(n_1-n_2)$, which commutes with $S$. In the zero-phonon doublet the matrix has diagonal entries $\pm\varepsilon/2$ and off-diagonal entries $-J$, so the gap is $\sqrt{\varepsilon^2+4J^2}$. A field $F$ along the bond gives $\varepsilon=eFa$.

If the electron also pushes the neighbouring oscillator with a fraction $f$ of the force, the displacements are $-(g,fg)$ for site 1 and $-(fg,g)$ for site 2. Each oscillator now differs by $g(1-f)$ between the two states, so
\begin{equation}
J_f=t\,e^{-g^2(1-f)^2}.
\end{equation}
What narrows the hop is the difference between the two distortions, not their size.

\section{Numbers for a switching oxide}

Take $t=20$~meV, $\hbar\omega=80$~meV, $g^2=6$, $a=0.30$~nm and $M=16$~u, the mass of an oxygen atom. Then $E_p=6\times80=480$~meV and $x_0=0.020$~nm. The narrowed amplitude is
\begin{equation}
J=20\ \mathrm{meV}\times e^{-6}=20\times0.00248=0.050\ \mathrm{meV}.
\end{equation}
The splitting $2J$ is 0.099~meV. Diagonalizing the untransformed model, with 70 oscillator states for the relative mode, gives 0.101~meV, which is 1.5\% above $2J$. Equation~(\ref{C}), integrated numerically, gives $C=0.243$, and $C\tau^2=0.243\times0.25^2=0.015$ accounts for the difference.

With $g^2=6$ held fixed, the ratio of the diagonalized splitting to $2J$ is 1.26 at $\tau=1$, 2.3 at $\tau=2$ and 5.0 at $\tau=3$. At $\tau=3$, $t=E_p/2$ and the classical barrier has fallen to a quarter of its $t=0$ value.

At 300~K, $k_BT=25.9$~meV. The first three phonon numbers give:
\begin{center}
\begin{tabular}{ccc}
$n$ & $t\langle n|D|n\rangle$ (meV) & $p_n$\\
0 & $0.050$ & 0.955\\
1 & $-0.545$ & 0.043\\
2 & $2.43$ & 0.002
\end{tabular}
\end{center}
The rare excited states have much larger elements. Because of the alternating signs the mean falls to 0.028~meV, while the root mean square $t\sqrt W$ rises to 0.171~meV. A golden-rule rate needs the square: putting $J$ in place of $t\sqrt W$ would lower it by $(0.171/0.050)^2\approx12$. The estimates are
\begin{equation}
w\approx\frac{2\pi(0.171\ \mathrm{meV})^2}{\hbar\,(80\ \mathrm{meV})}\approx4\times10^9\ \mathrm{s^{-1}},\qquad \mu\approx1\times10^{-4}\ \mathrm{cm^2/Vs}.
\end{equation}

These values depend on the assumed spread. Spread the phonon energies as a Gaussian about 80~meV, keep the total $g^2$ fixed and leave out the zero-phonon term. The golden rule then gives about $4\times10^9$, $7\times10^9$ and $3\times10^{10}\ \mathrm{s^{-1}}$ for standard deviations of 18, 8 and 2~meV.

\paragraph{Beside a real device.} The parameters are illustrative and do not describe a particular oxide. In a real oxide the hopping amplitude can depend on direction, and several phonon branches can take part where the model has one. A switching field also breaks the assumption of equal sites. A field of 1~MV/cm, a rough scale for switching, gives $\varepsilon=30$~meV, about 300 times $2J$; $\varepsilon$ equals $2J$ already at 0.0033~MV/cm. Defects that shift site energies act in the same way. This $\varepsilon$ is also comparable with $k_BT$, so the condition $\varepsilon\ll k_BT$ behind the low-field mobility is not met at that field. By itself this changes the drift by only about 6\%. The energy mismatch can matter more: for the Gaussian phonon bands above, the net drift at 30~meV is 0.98 of the linear value for an 18~meV standard deviation but 0.24 for 8~meV.

Coherent transfer would be fragile even between equal sites. Its full period is $h/2J=42$~ps. Suppose that the relative mode falls from $n=1$ to $n=0$ in 1~ps. By detailed balance it is then excited from $n=0$ about once in $(0.955/0.043)\times1$~ps $\approx22$~ps at 300~K, which is about half the period. The hopping element at $n=1$ is 11 times larger and has the opposite sign, so such excitations disturb the oscillation within about one period. A master equation for the two-site model with this damping leaves about a fifth of the population difference after 42~ps. That decay, about $3.5\times10^{10}\ \mathrm{s^{-1}}$, is five times $2w$, and the electron still overshoots to the other site. A 1~ps lifetime corresponds to a width of only 0.66~meV, so the estimate $w$ describes a different case, in which many modes supply a much wider spread.

$J$ is more sensitive to the exponent than to the prefactor $t$. A 10\% larger $g^2$ multiplies $J$ by 0.55 at fixed $t$. A shared distortion with $f=0.2$, at fixed $g$, multiplies it by 8.7, to 0.43~meV. Anharmonic forces and changes of phonon frequency with occupation are left out and have not been sized.

For these parameters, then, $J$ describes the coherent doublet of two nearly equal sites at low temperature. A room-temperature hopping calculation should start from the bare $t$ and let the rate formula supply the phonon factor once; inserting $J$ into such a formula would count the overlap twice. The $t^2$ rate holds only for nonadiabatic hopping. With the other parameters fixed, a classical Landau--Zener estimate lowers it to about 0.8 of the golden-rule value at $t=20$~meV, 0.36 at 50~meV and 0.11 at 100~meV, where an adiabatic rate is needed instead.
